# Thermal diffusivity from the decay of a hot–cold periodic cell

**The situation.** In a nonequilibrium molecular dynamics run, a cell of length $L=100$ nm is periodic along $x$. At $t=0$ the half $0<x<L/2$ is at 350 K and the other half is at 250 K. The thermostats are then removed and the cell relaxes at constant energy. Temperature depends on $x$ and $t$ only, and thermal noise has been averaged out. Late in the run, the amplitude of the longest temperature wave in the cell decays exponentially, by a factor $e$ in every $\tau=10$ ps.

Lengths are in nm and times in ps, which suit the problem better than atomic units. Since $1\ \mathrm{nm^2/ps}=10^{-18}\ \mathrm{m^2}/10^{-12}\ \mathrm{s}=10^{-6}\ \mathrm{m^2/s}$, a diffusivity in nm²/ps has the same numerical value in mm²/s. Likewise 1 nm/ps is 1 km/s.

## (a) The diffusivity from Fourier's law

**Question.** Assume Fourier's law with constant conductivity $\kappa$ and constant heat capacity per volume $c$. Find the diffusivity $D=\kappa/c$.

**Answer.** Energy conservation reads $c\,\partial_t T=-\partial_x q$, and Fourier's law gives the heat flux $q=-\kappa\,\partial_x T$. Together,

$$\partial_t T=D\,\partial_x^2T .$$

Periodicity admits the waves $\sin k_nx$ and $\cos k_nx$ with $k_n=2\pi n/L$. The second derivative multiplies each by $-k_n^2$, so its amplitude obeys $\dot A_n=-Dk_n^2A_n$ and decays as $\exp(-Dk_n^2t)$. The longest wave has $n=1$ and $k=2\pi/L=0.06283$ nm⁻¹. Therefore

$$\frac1\tau=Dk^2,\qquad D=\frac{L^2}{4\pi^2\tau}=\frac{(100\ \mathrm{nm})^2}{4\pi^2\,(10\ \mathrm{ps})}=25.3\ \mathrm{mm^2/s}.$$

## (b) Extracting the decay time

**Question.** The run records $\Delta(t)$, the mean temperature of the initially hot half minus that of the other half. Find $\Delta(t)$ under the assumptions of (a), and decide which part of the record yields $\tau$.

**Answer.** Let $\Delta_0=100$ K. Measured from the mean temperature, the initial profile is $+\Delta_0/2$ in the first half and $-\Delta_0/2$ in the second. It is odd about $x=0$, so it contains sines only, with coefficients

$$b_n=\frac2L\left[\frac{\Delta_0}{2}\int_0^{L/2}\sin k_nx\,dx-\frac{\Delta_0}{2}\int_{L/2}^{L}\sin k_nx\,dx\right].$$

A sine integrates to zero over the whole cell, so the second integral is minus the first and the two terms are equal. The first integral is

$$\int_0^{L/2}\sin k_nx\,dx=\frac{L}{2\pi n}(1-\cos n\pi),$$

which is $L/(\pi n)$ for odd $n$ and zero for even $n$. Hence $b_n=2\Delta_0/(\pi n)$ for odd $n$.

The mean of $\sin k_nx$ over the first half is $(2/L)\,L/(\pi n)=2/(\pi n)$, and over the second half it is the negative of this. Each wave thus contributes $4b_n/(\pi n)$ to the difference:

$$\Delta(t)=\frac{8\Delta_0}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{e^{-n^2t/\tau}}{n^2}.$$

At $t=0$ the sum is $\pi^2/8$, which returns $\Delta_0$. The fundamental carries a share $8/\pi^2=0.811$ of the initial difference. The logarithmic slope is

$$-\frac{d\ln\Delta}{dt}=\frac1\tau\,\frac{\sum e^{-n^2t/\tau}}{\sum n^{-2}e^{-n^2t/\tau}}\ge\frac1\tau ,$$

because every term in the numerator is at least as large as its partner in the denominator. The slope approaches $1/\tau$ from above, so $\tau$ must be taken from the late part of the record.

The numbers show the cost of doing otherwise. After 5 ps, $\Delta=49.26$ K. The mean slope from the start is $\ln(100/49.26)/(5\ \mathrm{ps})$, and dividing it by $k^2$ gives a false diffusivity of 35.9 mm²/s. The difference itself falls to $\Delta_0/e$ after 7.90 ps; using that time as $\tau$ gives 32.1 mm²/s. Between 10 and 20 ps, by contrast, $\Delta$ falls from 29.82 K to 10.97 K, a factor $e$ to the accuracy of these figures.

## (c) Insulated ends

**Question.** What diffusivity would the same $L$ and $\tau$ imply if the ends of the cell were insulated instead of joined periodically?

**Answer.** Zero flux at $x=0$ and $x=L$ selects the waves $\cos(m\pi x/L)$. The longest nonuniform one has wave number $\pi/L$, half the periodic value. The initial step does excite it, since $\int_0^{L/2}\cos(\pi x/L)\,dx=L/\pi$ is not zero. Thus $1/\tau=D(\pi/L)^2$ and

$$D=\frac{L^2}{\pi^2\tau}=101.3\ \mathrm{mm^2/s},$$

four times the result of (a). In the periodic cell the hot half loses heat through two interfaces. By symmetry no heat crosses its mid-plane or that of the cold half, so the periodic cell acts as two insulated cells of length $L/2$.

## (d) A diffusivity that varies with temperature

**Question.** The halves differ by 100 K. Keep $c$ constant, but let $D(T)=D_m(1+\beta u)$, where $u=(T-T_m)/(\Delta_0/2)$ and $T_m$ is the mean temperature. How does $\beta$ affect the measured rate?

**Answer.** The equation is now

$$\partial_tu=\partial_x\left[D_m(1+\beta u)\,\partial_xu\right],$$

with $u=\pm1$ initially. Define $w(x,t)=-u(x+L/2,t)$. Substituting $u=-w$ at the shifted point gives

$$-\partial_tw=\partial_x\left[D_m(1-\beta w)(-\partial_xw)\right]\;\Rightarrow\;\partial_tw=\partial_x\left[D_m(1-\beta w)\,\partial_xw\right].$$

So $w$ solves the problem with $-\beta$. It also has the same initial profile as $u$, because shifting the step by half a cell reverses its sign. Finally, the half-cell difference of $w$ equals that of $u$: the shift exchanges the halves and the minus sign restores the order. Hence $\Delta(t)$ is the same for $\beta$ and $-\beta$, and if it is expanded in powers of $\beta$ the first correction is of order $\beta^2$.

As the cell relaxes, $u\to0$ and the equation tends to that of (a) with $D=D_m$. The late slope therefore measures the diffusivity at the final mean temperature, here 300 K.

A numerical solution bears this out. Relative to constant $D$, the mean decay rate between 10 and 20 ps changes by $-0.16\%$ for $\beta=0.2$ and by $-0.64\%$ for $\beta=0.4$, close to the fourfold increase expected. The argument relies on constant $c$.

## (e) Beyond Fourier's law

**Question.** Fourier's law presumes that heat carriers scatter many times while the temperature changes. Test this with a gray model: all carriers have speed $v$ and relaxation time $\tau_r$, and scattering makes their directions isotropic. Let $f(x,\mu,t)$ be the energy deviation carried at direction cosine $\mu$, with

$$\partial_tf+v\mu\,\partial_xf=-\frac{f-\langle f\rangle}{\tau_r},\qquad\langle f\rangle=\frac12\int_{-1}^{1}f\,d\mu .$$

Find the model's $D$ and the decay rate $s$ of a wave of wave number $k$, in terms of $\Lambda=v\tau_r$ and $y=k\Lambda$.

**Answer.** The average $\langle f\rangle$ is proportional to the local temperature deviation. For slow variation in space and time, $f\approx\langle f\rangle-\Lambda\mu\,\partial_x\langle f\rangle$. The energy flux is $v\langle\mu f\rangle$. Since $\langle\mu\rangle=0$ and $\langle\mu^2\rangle=1/3$, it equals $-(v\Lambda/3)\,\partial_x\langle f\rangle$, so $D=v\Lambda/3$.

For a decaying wave insert $f=g(\mu)\,e^{ikx-st}$ and multiply by $\tau_r$:

$$(a+iy\mu)\,g=\langle g\rangle,\qquad a=1-s\tau_r .$$

Where division is allowed, $g=\langle g\rangle/(a+iy\mu)$. Averaging over $\mu$ and cancelling $\langle g\rangle$ gives, for real $a$,

$$1=\frac12\int_{-1}^{1}\frac{a-iy\mu}{a^2+y^2\mu^2}\,d\mu=\int_0^1\frac{a\,d\mu}{a^2+y^2\mu^2}=\frac1y\arctan\frac ya ,$$

since the imaginary part is odd in $\mu$. The integral has the sign of $a$, so $a>0$. The arctangent is then below $\pi/2$, and a solution requires $y<\pi/2$. It is $a=y\cot y$, or

$$s\tau_r=1-y\cot y .$$

A complex $a=p+iq$ adds nothing: the imaginary part of the average is then proportional to $\ln\{[p^2+(q+y)^2]/[p^2+(q-y)^2]\}$, which vanishes only for $q=0$.

Division fails if $a+iy\mu=0$ for some direction. These singular solutions have $\mathrm{Re}\,s=1/\tau_r$, the rate at which carriers are scattered out of their direction. For $y>\pi/2$ they alone remain, and the wave has no isolated exponential decay.

To compare with Fourier's law, take the logarithmic derivative of $\sin y=y\prod_{m\ge1}(1-y^2/m^2\pi^2)$ and multiply by $y$:

$$1-y\cot y=\sum_{m=1}^{\infty}\frac{2y^2}{m^2\pi^2-y^2}.$$

Expanding in $y$ with $\sum m^{-2}=\pi^2/6$ and $\sum m^{-4}=\pi^4/90$ gives $y^2/3+y^4/45+\dots$. Because $y^2/(3\tau_r)=k^2v\Lambda/3=Dk^2$,

$$s=Dk^2\left(1+\frac{y^2}{15}+\dots\right).$$

The leading term is Fourier's law. In this gray model the correction makes the wave decay faster, so reading the rate with Fourier's law overestimates $D$. The sign depends on all carriers sharing one relaxation time (see the end of (f)).

## (f) How far the value in (a) can be trusted

**Question.** Within the gray model, which carrier speeds are compatible with the observed decay, and what range of $D$ follows?

**Answer.** The observed $\tau$ is the time constant of the late exponential decay, not merely the time at which the amplitude first reaches $1/e$ of its initial value. So set $s=1/\tau$ and use $\tau_r=\Lambda/v=y/(kv)$:

$$\frac{1}{kv\tau}=\frac{1-y\cot y}{y}=\sum_{m=1}^{\infty}\frac{2y}{m^2\pi^2-y^2}.$$

Every term rises with $y$, so the right side grows from 0 towards $2/\pi$ at $y=\pi/2$. A solution exists, and is unique, if $1/(kv\tau)<2/\pi$, that is

$$v>\frac{\pi}{2k\tau}=\frac{L}{4\tau}=2.5\ \mathrm{km/s}.$$

The length $L/4$ is the distance from the middle of the hot half to the nearest interface. Carriers must be able to cover it within $\tau$.

The Fourier reading is $D_F=s/k^2=(1-y\cot y)/(k^2\tau_r)$, while the model's diffusivity is $D=y^2/(3k^2\tau_r)$. Their ratio is

$$\frac{D}{D_F}=\frac{y^2}{3(1-y\cot y)} .$$

By the series in (e), $(1-y\cot y)/y^2$ rises with $y$, so the ratio falls from 1 at $y\to0$ to $\pi^2/12=0.822$ at $y\to\pi/2$. Hence $D$ lies between 20.8 and 25.3 mm²/s.

For $v=5$ km/s, $1/(kv\tau)=1/(0.06283\times5\times10)=0.318$, and the root is $y=0.902$. Then $\Lambda=y/k=14.4$ nm, $\tau_r=\Lambda/v=2.87$ ps and $D=v\Lambda/3=23.9$ mm²/s. Other speeds give:

| $v$ (km/s) | $\Lambda$ (nm) | $\tau_r$ (ps) | $D$ (mm²/s) |
|---|---|---|---|
| 3 | 21.9 | 7.31 | 21.9 |
| 5 | 14.4 | 2.87 | 23.9 |
| 10 | 7.5 | 0.75 | 25.0 |

Fast carriers need only a short free path to produce the observed decay, so Fourier's law serves them well. At 3 km/s the relaxation time is comparable to $\tau$, and $D$ is 13% below the Fourier value.

Slow scattering also changes the advice in (b). At 5 km/s the third harmonic has $3y=2.7>\pi/2$, so it has no isolated exponential. Its remnants oscillate and fade somewhat faster than $\exp(-t/\tau_r)$ with $\tau_r=2.87$ ps, but much more slowly than the Fourier factor $\exp(-9t/\tau)$. The fundamental needs time as well: if the carriers' directions are isotropic at the start, it carries no heat flux at first, so its decay begins with zero slope. The difference $\Delta$ itself starts to fall at once, because carriers cross the sharp interfaces. There $f=\pm\Delta_0/2$ according to the side a carrier comes from, and the mean of $|\mu|$ is $1/2$, so the initial flux divided by $c$ is $v\Delta_0/4$. Each half has two interfaces and width $L/2$, so its mean temperature changes at the rate $v\Delta_0/L$, and $\ln\Delta$ starts with the slope $-2v/L$. For $v<L/(2\tau)=5$ km/s this is less steep than $-1/\tau$. The early decay is then too slow rather than too fast, and the fit must start later.

The range above belongs to the gray model. Even its direction is fragile. Let groups of carriers share the speed $v$ but differ in relaxation time, with averages weighted by heat capacity. The same small-$k$ expansion then gives $s=k^2v^2\langle\tau_r\rangle/3+k^4v^4\left[-\langle\tau_r\rangle^3/9+\langle\tau_r\rangle\langle\tau_r^2\rangle/3-\langle\tau_r^3\rangle/5\right]+\dots$, and the bracket reduces to $\tau_r^3/45$ for a single group. For two equal groups with times $\tau_r(1\pm\delta)$, the leading relative excess becomes $y^2(1/15-4\delta^2/5)$, which is negative for $\delta>1/\sqrt{12}=0.29$. The Fourier reading then underestimates $D$. Phonons in crystals have a much wider spread, and there the apparent conductivity usually grows with the cell length, so 25.3 mm²/s is no upper bound for a real solid. A direct check is to repeat the run in longer cells until the Fourier reading stops changing. In the gray model at fixed $\Lambda$ its leading relative excess is $y^2/15=(4\pi^2/15)(\Lambda/L)^2$, which drops fourfold when $L$ is doubled. With a spread of free paths the deviation can have the opposite sign and shrink more slowly until $L$ far exceeds the longest of them. The numerical output below lists the values used here.

## Computed values

```
cell length: 100 nm
fundamental decay time: 10 ps
initial temperatures: 350 K and 250 K
fundamental wave number: 0.06283 1/nm
Fourier diffusivity: 25.33 mm^2/s
decay time from late slope, 20-40 ps: 10.000 ps
fundamental share of initial difference: 0.8106
half-cell difference at 1 ps: grid 77.29 K, series 77.28 K
half-cell difference at 5 ps: grid 49.27 K, series 49.26 K
half-cell difference at 10 ps: grid 29.82 K, series 29.82 K
half-cell difference at 20 ps: grid 10.97 K, series 10.97 K
false diffusivity, slope 0-5 ps: 35.9 mm^2/s
time for difference to fall to 1/e: 7.90 ps
false diffusivity from that time: 32.1 mm^2/s
diffusivity if ends were insulated: 101.3 mm^2/s
rate shift, 10-20 ps, D varying by +-20% at start: -0.156 %
rate shift, 10-20 ps, D varying by +-40% at start: -0.642 %
least carrier speed for this decay: 2.50 km/s
lower bound of D ratio, pi^2/12: 0.8225
lower bound of diffusivity: 20.83 mm^2/s
speed 3 km/s: y = 1.3781, mean free path 21.93 nm
  relaxation time 7.311 ps, D = 21.93 mm^2/s, ratio to Fourier 0.8659
speed 5 km/s: y = 0.9019, mean free path 14.35 nm
  relaxation time 2.871 ps, D = 23.92 mm^2/s, ratio to Fourier 0.9445
speed 10 km/s: y = 0.4704, mean free path 7.49 nm
  relaxation time 0.749 ps, D = 24.95 mm^2/s, ratio to Fourier 0.9852
kinetic decay time at 5 km/s, 40-60 ps: 10.000 ps
slowest rate times relaxation time at y = 1.8: 0.988
```
